**Tree-level QED cross sections and their scales**

The program compares Thomson scattering, (8π/3)α²/m², nuclear pair production, (Z²α³/m²)B(ω), and muon-pair annihilation, 4πα²/(3s). Here m is the electron mass, α the fine-structure constant, Z the nuclear charge, ω the photon energy and s the squared centre-of-mass energy. Cross sections integrated from explicit Dirac-matrix amplitudes are asserted to agree with the Thomson, Klein–Nishina and annihilation formulas, and with the high-energy logarithm and constant of B. The conversion (ħc)² = 0.3894 GeV² mb is also asserted, together with agreement between the natural-unit and SI Thomson formulas. The output gives 665 mb for Thomson scattering on one electron, 18.3 b for Born pair production on a bare rhenium nucleus at 20 MeV, and 3.47 nb for muon pairs at √s = 5 GeV. Rhenium pair production lies below the Thomson total of 75 free electrons but above their Compton total at 20 MeV. Corrections to the Born approximation, of relative order (Zα)² = 0.30 for rhenium, are not included.

## Verification by program

```python
"""Tree-level QED cross sections and their natural scales.

Results under test (m = electron mass, alpha = fine-structure constant):
  Thomson scattering:       sigma = (8 pi/3) alpha^2/m^2
  pair creation, charge Z:  sigma = Z^2 alpha^3/m^2 * B(omega),
                            B -> (28/9) ln(2 omega/m) - 218/27
  e+e- -> mu+mu-:           sigma = 4 pi alpha^2/(3 s), s >> 4 M^2
omega is photon energy, s squared centre-of-mass energy, M muon mass.
Multiplication by (hbar c)^2 converts GeV^-2 to millibarn.
The cross sections are integrated from amplitudes with Dirac matrices.
Electron-photon calculations use m = 1; muon pairs use GeV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi
alpha = const.fine_structure
gev = const.e * 1e9
m_e = const.m_e * const.c**2 / gev
m_mu = const.physical_constants[
    "muon mass energy equivalent in MeV"][0] / 1000
mb_in_m2 = 1e-31
hbarc2 = (const.hbar * const.c / gev)**2 / mb_in_m2

metric = np.array([1.0, -1.0, -1.0, -1.0])
identity = np.eye(4)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
gamma = np.zeros((4, 4, 4), dtype=complex)
gamma[0] = np.diag([1, 1, -1, -1])
for axis in range(3):
    gamma[axis + 1, :2, 2:] = pauli[axis]
    gamma[axis + 1, 2:, :2] = -pauli[axis]
bar_sign = np.outer([1, 1, -1, -1], [1, 1, -1, -1])
photon_vertices = [(gamma[i], -metric[i]) for i in range(4)]


def gauss(number, low, high):
    x, w = np.polynomial.legendre.leggauss(number)
    return (low + high + (high - low) * x) / 2, w * (high - low) / 2


def vector(*components):
    return np.stack(np.broadcast_arrays(*components), axis=-1)


def dot(a, b):
    return np.sum(a * b * metric, axis=-1)


def slash(p):
    return np.einsum("...m,mij->...ij", p * metric, gamma)


def line_trace(p_out, p_in, k, second_vertices):
    """Spin sum for a fermion line absorbing photon k and a second boson.

    A negative p_in denotes an outgoing positron; the caller supplies
    the overall minus sign belonging to its spin sum.
    """
    den_1 = (-2 * dot(p_out, k))[..., None, None]
    den_2 = (2 * dot(p_in, k))[..., None, None]
    prop_1 = (slash(p_out - k) + identity) / den_1
    prop_2 = (slash(p_in + k) + identity) / den_2
    left = slash(p_out) + identity
    right = slash(p_in) + identity
    total = 0.0
    for second, second_weight in second_vertices:
        for first, first_weight in photon_vertices:
            amp = first @ prop_1 @ second + second @ prop_2 @ first
            product = (left @ amp @ right) * bar_sign * amp.conj()
            total = total + (first_weight * second_weight
                             * product.sum(axis=(-2, -1)).real)
    return total


def compton(omega):
    """Total Compton cross section in alpha^2/m^2."""
    y, weight = gauss(48, 0, np.log1p(2 * omega))
    cosine = 1 - np.expm1(y) / omega
    sine = np.sqrt(np.maximum(1 - cosine**2, 0))
    omega_out = omega * np.exp(-y)
    p_in = np.array([1.0, 0, 0, 0])
    k_in = np.array([omega, 0, 0, omega])
    k_out = vector(omega_out, omega_out * sine, 0, omega_out * cosine)
    squared = line_trace(p_in + k_in - k_out, p_in, k_in,
                         photon_vertices) / 4
    jacobian = np.exp(y) / omega
    return 2 * pi * np.sum(weight * jacobian * np.exp(-2 * y)
                           * squared / 4)


def klein_nishina(omega):
    """The same total from the Klein-Nishina angular distribution."""
    def integrand(y):
        ratio = np.exp(-y)
        cosine = 1 - np.expm1(y) / omega
        return (pi * ratio**2 * (ratio + 1 / ratio - 1 + cosine**2)
                / (ratio * omega))
    return quad(integrand, 0, np.log1p(2 * omega), epsabs=1e-12)[0]


def two_photon_integral():
    """Integral of (ds/s) sigma(gamma gamma -> e+e-), in alpha^2/m^2."""
    total = 0.0
    for t, t_weight in zip(*gauss(40, 0, 7)):
        energy, momentum, beta = np.cosh(t), np.sinh(t), np.tanh(t)
        y, weight = gauss(32, -t, t)
        cosine = np.tanh(y) / beta
        sine = np.sqrt(np.maximum(1 - cosine**2, 0))
        electron = vector(energy, momentum * sine, 0, momentum * cosine)
        positron = electron * metric
        k = np.array([energy, 0, 0, energy])
        squared = -line_trace(electron, -positron, k, photon_vertices) / 4
        mean = np.sum(weight * squared / (2 * beta * np.cosh(y)**2))
        sigma = pi * beta * mean / (4 * energy**2)
        total += t_weight * 2 * beta * sigma
    return total


def pair_bracket(omega, number, screening):
    """Born B(omega), for bare and exponentially screened charges."""
    bare, screened = 0.0, 0.0
    phi = np.arange(4) * pi / 2
    for t, t_weight in zip(*gauss(number, 0, np.arccosh(omega / 2))):
        energy, momentum, beta = np.cosh(t), np.sinh(t), np.tanh(t)
        s = 4 * energy**2
        root = np.sqrt(max(omega**2 - s, 0))
        log_q, q_weight = gauss(number, np.log(s / (omega + root)),
                                np.log(omega + root))
        q2 = np.exp(2 * log_q)
        y, y_weight = gauss(20, -t, t)
        cosine = np.tanh(y) / beta
        sine = np.sqrt(np.maximum(1 - cosine**2, 0))
        angle_weight = y_weight / (2 * beta * np.cosh(y)**2)
        electron = vector(energy, momentum * sine[:, None] * np.cos(phi),
                          momentum * sine[:, None] * np.sin(phi),
                          momentum * cosine[:, None])[None]
        positron = electron * metric
        k_energy = (s + q2) / (2 * np.sqrt(s))
        k = vector(k_energy, 0, 0, k_energy)[:, None, None, :]
        # The nucleus's four-velocity, seen in the pair rest frame.
        u0 = omega / np.sqrt(s)
        uz = u0 - omega / k_energy
        ux = np.sqrt(np.maximum(u0**2 - 1 - uz**2, 0))
        u = vector(u0, ux, 0, uz)[:, None, None, :]
        squared = -line_trace(electron, -positron, k, [(slash(u), 1.0)])
        mean = squared.mean(axis=-1) @ angle_weight
        common = t_weight * 8 * energy * momentum * beta
        measure = q_weight * 2 * q2 * mean
        bare += common * np.sum(measure / q2**2)
        screened += common * np.sum(measure / (q2 + screening**2)**2)
    return bare / (8 * omega**2), screened / (8 * omega**2)


def muon_pairs(root_s):
    """e+e- -> mu+mu- through one photon, in GeV^-2."""
    s, energy = root_s**2, root_s / 2
    p_e = np.sqrt(energy**2 - m_e**2)
    p_mu = np.sqrt(energy**2 - m_mu**2)
    p1 = np.array([energy, 0, 0, p_e])
    p2 = p1 * metric
    electron_tensor = np.einsum(
        "ij,mjk,kl,nli->mn", slash(p2) - m_e * identity, gamma,
        slash(p1) + m_e * identity, gamma)
    mean = 0.0
    for cosine, weight in zip(*gauss(4, -1, 1)):
        sine = np.sqrt(1 - cosine**2)
        k1 = np.array([energy, p_mu * sine, 0, p_mu * cosine])
        k2 = k1 * metric
        muon_tensor = np.einsum(
            "ij,mjk,kl,nli->mn", slash(k1) + m_mu * identity, gamma,
            slash(k2) - m_mu * identity, gamma)
        contraction = np.sum(electron_tensor * muon_tensor
                             * np.outer(metric, metric)).real
        mean += weight / 2 * contraction / (4 * s**2)
    return pi * alpha**2 * p_mu / (s * p_e) * mean


# Unit conversion and Thomson scattering, with an SI comparison.
thomson_scale = alpha**2 / m_e**2 * hbarc2
thomson = 8 * pi / 3 * thomson_scale
radius = const.e**2 / (4 * pi * const.epsilon_0 * const.m_e * const.c**2)
thomson_si = 8 * pi / 3 * radius**2 / mb_in_m2
assert abs(hbarc2 - 0.3894) < 5e-5
assert abs(thomson / thomson_si - 1) < 1e-7
low_energy_coefficient = compton(1e-4)
# The finite photon energy lowers the result by about 2e-4.
assert abs(low_energy_coefficient / (8 * pi / 3) - 1) < 5e-4

# Compton scattering at the energy used for pair creation.
photon_mev = 20.0
omega = photon_mev / (1000 * m_e)
compton_coefficient = compton(omega)
assert abs(compton_coefficient / klein_nishina(omega) - 1) < 1e-5
compton_one = compton_coefficient * thomson_scale

# Pair creation: full Born integral, logarithm and screening.
Z = 75
screening = alpha * Z**(1 / 3)
bracket, bracket_screened = pair_bracket(omega, 32, screening)
bracket_coarse = pair_bracket(omega, 24, screening)[0]
assert abs(bracket_coarse / bracket - 1) < 3e-3
low_b, low_screened = pair_bracket(200.0, 32, screening)
high_b, high_screened = pair_bracket(800.0, 32, screening)
slope = (high_b - low_b) / np.log(4)
slope_screened = (high_screened - low_screened) / np.log(4)
photon_integral = two_photon_integral()
slope_from_photons = 2 / pi * photon_integral
constant_term = high_b - 28 / 9 * np.log(1600)
asymptotic = 28 / 9 * np.log(2 * omega) - 218 / 27
assert abs(photon_integral / (14 * pi / 9) - 1) < 1e-3
# Finite-energy terms remain in the slope and constant.
assert abs(slope / slope_from_photons - 1) < 0.01
assert abs(constant_term + 218 / 27) < 0.05
assert abs(asymptotic / bracket - 1) < 0.05
assert slope_screened < 0.5 * slope
assert bracket_screened < bracket

pair_scale_one = alpha**3 / m_e**2 * hbarc2
pair_scale_re = Z**2 * pair_scale_one
pair_one = pair_scale_one * bracket
pair_re = pair_scale_re * bracket
pair_re_screened = pair_scale_re * bracket_screened

# Muon pairs, at the chosen energy and at their largest value.
root_s = 5.0
annihilation_scale = alpha**2 / root_s**2 * hbarc2
annihilation = 4 * pi / 3 * annihilation_scale
annihilation_trace = muon_pairs(root_s) * hbarc2
assert abs(annihilation_trace / annihilation - 1) < 1e-4
assert abs(annihilation_trace / thomson_si
           / (m_e**2 / (2 * root_s**2)) - 1) < 1e-4
scan_energy = np.linspace(2 * m_mu * 1.0001, 0.5, 300)
scan_sigma = np.array([muon_pairs(e) for e in scan_energy]) * hbarc2
peak = np.argmax(scan_sigma)
assert 0 < peak < len(scan_energy) - 1

# Rankings with their different targets and photon energies.
assert annihilation_trace < pair_one < thomson < pair_re
assert scan_sigma[peak] < pair_one
assert Z * compton_one < pair_re_screened < pair_re < Z * thomson
scale_crossing = 1 / np.sqrt(alpha)
full_crossing = np.sqrt(thomson / pair_one)
assert 11**2 * alpha < 1 < 12**2 * alpha

print(f"(hbar c)^2 = {hbarc2:.6f} GeV^2 mb")
print(f"fine-structure constant alpha = {alpha:.8f} (dimensionless)")
print(f"electron mass = {m_e:.9f} GeV")
print(f"muon mass = {m_mu:.7f} GeV")
print(f"alpha^2/m^2 = {alpha**2 / m_e**2:.3f} GeV^-2")
print(f"Thomson scale alpha^2/m^2 = {thomson_scale:.3f} mb")
print(f"Thomson coefficient 8 pi/3 = {8 * pi / 3:.5f} (dimensionless)")
print(f"amplitude coefficient at omega/m=1e-4 = "
      f"{low_energy_coefficient:.5f} (dimensionless)")
print(f"Thomson cross section = {thomson:.3f} mb")
print(f"Thomson cross section = {thomson / 1000:.5f} b")
print(f"Thomson cross section from SI formula = {thomson_si:.3f} mb")
print(f"photon energy for pair creation = {photon_mev:.1f} MeV")
print(f"photon energy / electron mass = {omega:.3f} (dimensionless)")
print(f"rhenium nuclear charge Z = {Z:d} (dimensionless)")
print(f"pair scale for Z=1 = {pair_scale_one:.5f} mb")
print(f"pair scale for Re = {pair_scale_re:.2f} mb")
print(f"Born bracket B at 20 MeV = {bracket:.4f} (dimensionless)")
print(f"high-energy formula for B at 20 MeV = "
      f"{asymptotic:.4f} (dimensionless)")
print(f"two-photon integral = {photon_integral:.5f} alpha^2/m^2")
print(f"log coefficient from two-photon integral = "
      f"{slope_from_photons:.5f} (dimensionless)")
print(f"log coefficient from Born integral, omega/m=200 to 800 = "
      f"{slope:.5f} (dimensionless)")
print(f"constant from Born integral at omega/m=800 = "
      f"{constant_term:.4f} (dimensionless)")
print(f"constant -218/27 = {-218 / 27:.4f} (dimensionless)")
print(f"pair cross section for Z=1 at 20 MeV = {pair_one:.3f} mb")
print(f"pair cross section for bare Re at 20 MeV = {pair_re:.1f} mb")
print(f"pair cross section for bare Re at 20 MeV = "
      f"{pair_re / 1000:.3f} b")
print(f"pair cross section for screened Re model = "
      f"{pair_re_screened:.1f} mb")
print(f"screening reduction at 20 MeV = "
      f"{100 * (1 - bracket_screened / bracket):.2f} percent")
print(f"screened log coefficient, omega/m=200 to 800 = "
      f"{slope_screened:.4f} (dimensionless)")
print(f"Thomson cross section of 75 free electrons = "
      f"{Z * thomson:.1f} mb")
print(f"Compton cross section per electron at 20 MeV = "
      f"{compton_one:.3f} mb")
print(f"Compton cross section of 75 electrons at 20 MeV = "
      f"{Z * compton_one:.1f} mb")
print(f"Z^2 alpha for Re = {Z**2 * alpha:.3f} (dimensionless)")
print(f"Z alpha for Re = {Z * alpha:.4f} (dimensionless)")
print(f"(Z alpha)^2 for Re = {(Z * alpha)**2:.4f} (dimensionless)")
print(f"pair/Thomson per electron for Re = "
      f"{pair_re / thomson:.3f} (dimensionless)")
print(f"pair/Thomson of 75 electrons for Re = "
      f"{pair_re / (Z * thomson):.4f} (dimensionless)")
print(f"pair/Compton of 75 electrons at 20 MeV = "
      f"{pair_re / (Z * compton_one):.3f} (dimensionless)")
print(f"Z where pair and Thomson scales cross = "
      f"{scale_crossing:.3f} (dimensionless)")
print(f"Z where full pair and Thomson values cross = "
      f"{full_crossing:.3f} (dimensionless)")
print(f"annihilation energy sqrt(s) = {root_s:.1f} GeV")
print(f"annihilation scale alpha^2/s = {annihilation_scale:.5e} mb")
print(f"muon-pair cross section, formula = {annihilation:.5e} mb")
print(f"muon-pair cross section, amplitude = "
      f"{annihilation_trace:.5e} mb")
print(f"muon-pair cross section = {annihilation * 1e6:.4f} nb")
print(f"annihilation/Thomson = {annihilation / thomson:.5e} "
      f"(dimensionless)")
print(f"energy of largest muon-pair cross section = "
      f"{scan_energy[peak]:.3f} GeV")
print(f"largest muon-pair cross section = {scan_sigma[peak]:.4e} mb")
print("checks complete")
```

Printed output:

```
(hbar c)^2 = 0.389379 GeV^2 mb
fine-structure constant alpha = 0.00729735 (dimensionless)
electron mass = 0.000510999 GeV
muon mass = 0.1056584 GeV
alpha^2/m^2 = 203.934 GeV^-2
Thomson scale alpha^2/m^2 = 79.408 mb
Thomson coefficient 8 pi/3 = 8.37758 (dimensionless)
amplitude coefficient at omega/m=1e-4 = 8.37591 (dimensionless)
Thomson cross section = 665.246 mb
Thomson cross section = 0.66525 b
Thomson cross section from SI formula = 665.246 mb
photon energy for pair creation = 20.0 MeV
photon energy / electron mass = 39.139 (dimensionless)
rhenium nuclear charge Z = 75 (dimensionless)
pair scale for Z=1 = 0.57947 mb
pair scale for Re = 3259.50 mb
Born bracket B at 20 MeV = 5.6181 (dimensionless)
high-energy formula for B at 20 MeV = 5.4912 (dimensionless)
two-photon integral = 4.88678 alpha^2/m^2
log coefficient from two-photon integral = 3.11102 (dimensionless)
log coefficient from Born integral, omega/m=200 to 800 = 3.10321 (dimensionless)
constant from Born integral at omega/m=800 = -8.0726 (dimensionless)
constant -218/27 = -8.0741 (dimensionless)
pair cross section for Z=1 at 20 MeV = 3.256 mb
pair cross section for bare Re at 20 MeV = 18312.4 mb
pair cross section for bare Re at 20 MeV = 18.312 b
pair cross section for screened Re model = 18047.1 mb
screening reduction at 20 MeV = 1.45 percent
screened log coefficient, omega/m=200 to 800 = 1.2778 (dimensionless)
Thomson cross section of 75 free electrons = 49893.4 mb
Compton cross section per electron at 20 MeV = 30.250 mb
Compton cross section of 75 electrons at 20 MeV = 2268.7 mb
Z^2 alpha for Re = 41.048 (dimensionless)
Z alpha for Re = 0.5473 (dimensionless)
(Z alpha)^2 for Re = 0.2995 (dimensionless)
pair/Thomson per electron for Re = 27.527 (dimensionless)
pair/Thomson of 75 electrons for Re = 0.3670 (dimensionless)
pair/Compton of 75 electrons at 20 MeV = 8.072 (dimensionless)
Z where pair and Thomson scales cross = 11.706 (dimensionless)
Z where full pair and Thomson values cross = 14.295 (dimensionless)
annihilation energy sqrt(s) = 5.0 GeV
annihilation scale alpha^2/s = 8.29399e-07 mb
muon-pair cross section, formula = 3.47418e-06 mb
muon-pair cross section, amplitude = 3.47418e-06 mb
muon-pair cross section = 3.4742 nb
annihilation/Thomson = 5.22240e-09 (dimensionless)
energy of largest muon-pair cross section = 0.250 GeV
largest muon-pair cross section = 1.0079e-03 mb
checks complete
```
